# Rare-Earth Crystal-Field Parameters from LAPW Potentials, without 4f Self-Asphericity

**Q.** An LAPW calculation gives me potential components \(V_{LM}(r)\) inside a rare-earth sphere. Crystal-field theory wants a few numbers multiplying angular-momentum operators. Why should one follow from the other?

**A.** Because a localized 4f shell samples the potential with one known radial function. Inside the sphere, write the potential energy of an electron as
\[
V(\mathbf r)=\sum_{LM}V_{LM}(r)Z_{LM}(\hat{\mathbf r}),\qquad
\int Z_{LM}Z_{L'M'}\,d\Omega=\delta_{LL'}\delta_{MM'},
\]
with real harmonics \(Z_{LM}\). Let each 4f orbital be \(R(r)Y_{3m}(\hat{\mathbf r})\), with \(\int R^2r^2dr=1\) and no hybridization. Then
\[
\langle m|V|m'\rangle=\sum_{LM}\left[\int V_{LM}R^2r^2dr\right]\langle m|Z_{LM}|m'\rangle .
\]
The product of two f functions has even parity and contains angular momenta up to \(3+3\), so \(L=0,2,4,6\) remain. The \(L=0\) term moves all orbitals together. The bracket is the radial information needed to first order in \(V\).

**Q.** My tables use Stevens parameters, not brackets with orthonormal harmonics. What is the conversion?

**A.** Stevens normalization uses polynomials with integer coefficients, such as \(f_{20}=3z^2-r^2\). On the unit sphere each has the form
\[
f_{LM}/r^L=\sin^M\!\theta\;g_{LM}(\cos\theta)\cos M\phi ,
\]
where \(g_{LM}\) has no common integer factor. Since \(Z_{LM}\) has the same angular shape, \(Z_{LM}=p_{LM}f_{LM}/r^L\). Normalizing both sides gives
\[
p_{LM}=\left[\int (f_{LM}/r^L)^2d\Omega\right]^{-1/2}.
\]
I choose the positive sign, so \(Z_{LM}\) carries no alternating phase. Substitution into \(V\) defines
\[
A_{LM}\langle r^L\rangle=p_{LM}\int V_{LM}(r)R^2(r)r^2dr .
\]
This multiplies \(f_{LM}/r^L\) in the shell's effective potential. The sine partners have the same factors because \(\sin^2M\phi\) and \(\cos^2M\phi\) have equal integrals for \(M>0\).

**Q.** Can I get the factors without doing an integral for every polynomial?

**A.** Yes. Write \(d^MP_L/dx^M=k_{LM}g_{LM}(x)\), with \(x=\cos\theta\). The associated Legendre norm is
\[
\int_{-1}^{1}(1-x^2)^M\left(\frac{d^MP_L}{dx^M}\right)^2dx
=\frac{2}{2L+1}\frac{(L+M)!}{(L-M)!},
\]
and \(\int_0^{2\pi}\cos^2M\phi\,d\phi=\pi(1+\delta_{M0})\). The norm of \(f_{LM}/r^L\) is the product of these, divided by \(k_{LM}^2\). Inverting and taking the root,
\[
p_{LM}=k_{LM}\sqrt{\frac{(2-\delta_{M0})(2L+1)}{4\pi}\frac{(L-M)!}{(L+M)!}} .
\]

| \(LM\) | \(g_{LM}(x)\) | \(k_{LM}\) | \(p_{LM}\) |
|---|---|---:|---:|
| 20 | \(3x^2-1\) | 1/2 | 0.315392 |
| 22 | 1 | 3 | 0.546274 |
| 40 | \(35x^4-30x^2+3\) | 1/8 | 0.105786 |
| 42 | \(7x^2-1\) | 15/2 | 0.473087 |
| 43 | \(x\) | 105 | 1.770131 |
| 44 | 1 | 105 | 0.625836 |
| 60 | \(231x^6-315x^4+105x^2-5\) | 1/16 | 0.063569 |
| 62 | \(33x^4-18x^2+1\) | 105/8 | 0.460603 |
| 63 | \(11x^3-3x\) | 315/2 | 0.921205 |
| 64 | \(11x^2-1\) | 945/2 | 0.504565 |
| 66 | 1 | 10395 | 0.683184 |

For \(L=2,M=0\), direct integration gives \(2\pi(18/5-4+2)=16\pi/5\), hence \(p_{20}=\sqrt{5/(16\pi)}\), in agreement. All eleven factors were tested against angular quadrature.

One caution concerns cubic sites. If the stored function is a combination \(K=c_0Z_{40}+c_4Z_{44}\) with coefficient \(V_K\), first set \(V_{40}=c_0V_K\) and \(V_{44}=c_4V_K\). Then apply the two factors.

**Q.** These are still functions of electron coordinates. How do they become operators of the total angular momentum \(J\)?

**A.** Assume an LS-coupled ground multiplet well separated from other multiplets. Within it, the Wigner–Eckart theorem makes all tensor operators of a given rank proportional. Thus
\[
\sum_i\frac{f_{LM}(\mathbf r_i)}{r_i^L}=\theta_LO_{LM}(J),\qquad
H_{\rm CF}=\sum_{LM}\theta_LA_{LM}\langle r^L\rangle O_{LM}(J).
\]
To fix the scale of \(O_{LM}\), replace \((x+iy)^L\) by \(J_+^L\) and lower both with the same commutators. For any vector operator, \([J_-,V_+]=-2V_z\) and \([J_-,V_z]=V_-\). Lowering \((x+iy)^2\) twice gives
\[
-4[(x^2+y^2)-2z^2]=4(3z^2-r^2).
\]
For the operators,
\[
\begin{aligned}
[J_-,J_+^2]&=-2(J_zJ_++J_+J_z),\\
[J_-,[J_-,J_+^2]]&=-2(J_-J_++J_+J_--4J_z^2)\\
&=4[3J_z^2-J(J+1)],
\end{aligned}
\]
where \(J_-J_++J_+J_-=2(J^2-J_z^2)\). The factors 4 match, so \(O_{20}=3J_z^2-J(J+1)\). The other operators follow in the same way.

**Q.** And \(\theta_L\)? Please do one case rather than refer me to a table.

**A.** Take \(4f^2\), with \(L_{\rm tot}=5\), \(S=1\), \(J=4\), the term \({}^3H_4\). For one electron with \(m=3\), the density varies as \(\sin^6\theta\), so \(\langle\cos^2\theta\rangle=1/9\) and \(\langle f_{20}/r^2\rangle=-2/3\). Its dependence on \(m\) must be proportional to \(3m^2-12\), which equals 15 at \(m=3\). The one-electron factor is therefore \(-2/45\).

The state \(M_L=5,M_S=1\) has electrons in \(m=3,2\). Their sum is \(-(2/45)(15+0)=-2/3\). Since \(3M_L^2-30=45\), the factor for the \(L_{\rm tot}=5\) term is \(-2/135\).

Now write
\[
|J=4,M=4\rangle=a|5,-1\rangle+b|4,0\rangle+c|3,1\rangle
\]
in terms of \(|M_L,M_S\rangle\). The condition \(J_+|4,4\rangle=0\) gives
\[
\sqrt2\,a+\sqrt{10}\,b=0,\qquad \sqrt2\,b+\sqrt{18}\,c=0.
\]
Thus \(a=-\sqrt5\,b\), \(c=-b/3\), and normalization gives probabilities \(45/55\), \(9/55\), \(1/55\). The three \(M_S\) values differ, so a spin-independent operator has no cross terms:
\[
\left\langle\sum_i\frac{f_{20}}{r_i^2}\right\rangle
=-\frac{2}{135}\,\frac{45(45)+9(18)+1(-3)}{55}=-0.5883 .
\]
On the same state \(O_{20}=3(16)-20=28\), so \(\theta_2=-0.5883/28=-0.02101\). The same stretched-state ratio gives \(\theta_4=-7.346\times10^{-4}\) and \(\theta_6=6.099\times10^{-5}\). The operator relation was tested on the full \({}^3H_4\) matrix for all eleven components, using explicit two-electron states.

**Q.** You write \(A_{LM}\langle r^L\rangle\) as though it were a product. Is it?

**A.** Only if \(V_{LM}\) is proportional to \(r^L\) where the shell has weight. In Hartree atomic units, an electron density \(n\) produces the potential energy \(\int n(\mathbf r')/|\mathbf r-\mathbf r'|\,d^3r'\). Expanding the Coulomb kernel gives
\[
V_{LM}^{C}(r)=\frac{4\pi}{2L+1}\left[
\frac{1}{r^{L+1}}\int_0^r s^{L+2}n_{LM}(s)ds
+r^L\int_r^\infty s^{1-L}n_{LM}(s)ds\right].
\]
For charge entirely outside the shell, the first integral vanishes and the second is constant. This is the \(r^L\) case. For charge on the same site, divide the \(L=2\) expression by \(r^2\) and differentiate. The two terms containing \(n_{20}(r)\) cancel, leaving
\[
\frac{d}{dr}\frac{V_{20}^{C}}{r^2}
=-\frac{4\pi}{r^6}\int_0^r s^4n_{20}(s)ds .
\]
A positive \(n_{20}\) therefore makes the ratio fall with radius. The full LAPW potential also has an exchange-correlation part, which need not follow a power law either.

**Q.** Show me that this matters with numbers.

**A.** Use a model \(4f^2\) shell with \(R\propto r^3e^{-5r}\), \(r\) in bohr, in a sphere of radius 3.0 bohr. Six charges \(-e\) surround it: four in the plane, on the \(\pm x\) and \(\pm y\) axes, at 4.6 bohr and two on the \(z\) axis at 4.8 bohr. They repel electrons, so each gives \(+1/|\mathbf r-\mathbf d|\). Add an on-site valence component \(n_{20}=0.02R_d^2\), where \(R_d\propto r^2e^{-1.5r}\) is normalized. The normalization and the Coulomb integrals of \(R_d^2\) run over all space; 21% of it lies outside the sphere, and cutting it there would lower the valence part below from 60.8 to 59.0 meV. These are chosen parameters, and the example keeps the Coulomb part of the site potential.

For the ligands, \(p_{20}^2\,4\pi/5=1/4\). The angular function \(f_{20}/r^2\) is 2 on the axis and \(-1\) in the plane, giving
\[
\begin{aligned}
A_{20}^{\rm lat}\langle r^2\rangle
&=\frac{\langle r^2\rangle}{4}\left[\frac{2(2)}{4.8^3}-\frac{4}{4.6^3}\right]\\
&=0.9000(0.009042-0.010274)\ {\rm hartree}\\
&=-30.2\ {\rm meV}.
\end{aligned}
\]
The valence part is \(+60.8\) meV, so the total is \(+30.7\) meV, or 356 K. In this model the on-site charge reverses the sign. Its \(V_{20}/r^2\) falls from 295 to 150 meV/bohr² between 0.5 and 1.5 bohr, so no single coefficient times \(r^2\) describes its potential across the shell.

Stopping at the sphere loses a fraction \(2.2\times10^{-5}\) of the full \(\langle r^2\rangle\) and \(9.2\times10^{-4}\) of \(\langle r^6\rangle\). These small losses belong to the single exponential, whose tail is much shorter than that of a real 4f shell. A spherical nonrelativistic LDA Pr³⁺ ion has \(\langle r^4\rangle\approx3.3\) and \(\langle r^6\rangle\approx18\) in atomic units, against 1.19 and 2.16 here, and about 4%, 17% and 41% of \(\langle r^2\rangle\), \(\langle r^4\rangle\) and \(\langle r^6\rangle\) lie beyond 3.0 bohr. For a real ion the part outside the sphere must be examined, and the \(L=4\) and \(L=6\) parameters and levels below describe the model, not praseodymium.

**Q.** Do the higher components pass a symmetry check?

**A.** Let \(a\) and \(c\) be the planar and axial distances. For \(L=4\), the polynomial \(f_{40}/r^4\) is 3 in the plane and 8 on the axis, while \(f_{44}/r^4\) is 1 and 0. Also \(p_{44}^2/p_{40}^2=35\). Hence
\[
\frac{A_{44}}{A_{40}}=\frac{35(4/a^5)}{12/a^5+16/c^5}.
\]
At \(a=c\) this is \(140/28=5\), and the ligand \(A_{20}\) vanishes, as a cubic field requires. At the present distances the ratio is 5.6, matching 34.33 meV divided by 6.11 meV.

For \(L=6\), \(f_{60}/r^6\) is \(-5\) in the plane and 16 on the axis, so \(A_{60}\propto-20/a^7+32/c^7\). In units of \(1/a^7\) this is 12 for the cubic case but 3.8 here. That cancellation contributes to the small value \(A_{60}\langle r^6\rangle=0.020\) meV. The remaining parameter is \(A_{64}\langle r^6\rangle=-1.33\) meV.

**Q.** What do the resulting levels look like?

**A.** Set \(B_{LM}=\theta_LA_{LM}\langle r^L\rangle\). In meV,
\[
\begin{aligned}
B_{20}&=-0.6448, & B_{40}&=-0.004491,\\
B_{44}&=-0.02522, & B_{64}&=-8.10\times10^{-5}.
\end{aligned}
\]
The fourfold terms connect \(M=0\) to \(M=\pm4\). For \(M=4\) and 0, \(O_{20}\) is 28 and \(-20\), and \(O_{40}\) is 840 and 1080. With the small \(O_{60}\) part included, the diagonal energies are \(-21.82\) and 8.02 meV.

The off-diagonal elements come from
\[
\begin{aligned}
O_{44}&=\tfrac12(J_+^4+J_-^4),\\
O_{64}&=\tfrac14\left[(11J_z^2-J(J+1)-38)(J_+^4+J_-^4)+{\rm h.c.}\right].
\end{aligned}
\]
Since \(\langle4|J_+^4|0\rangle=\sqrt{20\cdot18\cdot14\cdot8}=200.8\), they equal 100.4 and \((118-58)(200.8)/4=3012\). The coupling is \(-2.53-0.24=-2.78\) meV.

The odd combination of \(M=\pm4\) does not couple to \(M=0\) and stays at \(-21.82\) meV. The even combination couples with strength \(-2.78\sqrt2=-3.93\) meV and has the energies
\[
-6.90\pm\sqrt{14.92^2+3.93^2}=-22.33,\ 8.52\ {\rm meV}.
\]
The lowest two levels are thus 0.51 meV apart, both mainly \(M=\pm4\). Relative to the lowest, the full set is 0, 0.51, 21.73 (twice), 26.15, 30.85, 32.59 (twice) and 34.82 meV. These levels were tested against three-dimensional quadrature in which the ligand potential was never expanded in harmonics.

**Q.** Now my main objection. The real 4f density is not spherical. You generated \(V\) with a spherical one. Have you not thrown away physics?

**A.** The 4f–4f repulsion is real, but it does not split a \(J\) multiplet. The operator \(H_{ee}=\sum_{i<j}1/r_{ij}\) is unchanged by a common rotation of all electrons, so it commutes with \(J_-\). With \(J_-|M\rangle=c_M|M-1\rangle\),
\[
\begin{aligned}
|c_M|^2\langle M-1|H_{ee}|M-1\rangle
&=\langle M|J_+H_{ee}J_-|M\rangle\\
&=\langle M|H_{ee}J_+J_-|M\rangle\\
&=|c_M|^2\langle M|H_{ee}|M\rangle .
\end{aligned}
\]
Every \(M\) has the same repulsion energy. Elements between different \(M\) vanish because \(H_{ee}\) also commutes with \(J_z\). This part belongs to the free-ion energy, not to the crystal field.

**Q.** A density-functional potential does not contain that operator. It contains a Hartree potential. Is the distinction large?

**A.** In the example it is much larger than the crystal field. For a state \(|J,M\rangle\), the shell's own multipole is
\[
a_{L0}(M)=p_{L0}\theta_LO_{L0}(M),
\]
with density component \(R^2a_{L0}\). Let \(F^L\) be the Slater integral of \(R^2\) with itself. If this density enters the Hartree potential, the apparent parameter is
\[
A_{L0}^{\rm self}\langle r^L\rangle=p_{L0}\frac{4\pi}{2L+1}F^La_{L0}(M).
\]
For \(L=2\), the prefactor \(p_{20}^2\,4\pi/5\) is again \(1/4\). With \(F^2=0.5628\) hartree and \(M=4\),
\[
\tfrac14(0.5628)(-0.5883)\ {\rm hartree}=-2252\ {\rm meV}.
\]
The site parameter is \(+30.7\) meV. For \(M=0\), \(O_{20}\) changes from 28 to \(-20\), and the spurious value becomes \(+1609\) meV. A quantity that changes sign with the occupied state is not a property of the site.

The energies show the same fault. The aspherical Hartree self-energy,
\[
E_{\rm self}(M)=\frac12\sum_{L=2,4,6}\frac{4\pi}{2L+1}F^La_{L0}^2(M),
\]
ranges from 115 meV at \(M=2\) to 694 meV at \(M=4\). The full repulsion is constant across the multiplet to \(4\times10^{-10}\) meV, which is rounding error.

**Q.** Surely the exchange functional removes the self-term.

**A.** Exact exchange does so for one electron. Acting on its occupied orbital \(\varphi\), the Hartree term is \(\varphi(\mathbf r)\int|\varphi(\mathbf r')|^2/|\mathbf r-\mathbf r'|\,d^3r'\), and the exchange term is its negative. Local spin-density exchange instead uses \(v_x=-(6n/\pi)^{1/3}\) for a fully polarized density.

Take one electron with \(m=3\). Its density varies as \(\sin^6\theta\), so \(v_x\) varies as
\[
-\sin^2\theta=-\tfrac23+\tfrac13(3\cos^2\theta-1).
\]
The \(L=2\) part is positive, opposite to the Hartree part. For the model radial function the contributions to \(A_{20}\langle r^2\rangle\) are \(-2552\) meV from Hartree and \(+6966\) meV from exchange. Their sum is \(+4413\) meV: for this bare shell the local functional overcorrects. There is no correlation or background density here, and neither the size nor the sign should be carried over to a crystal. On a spherical background the response \(v'_x\propto n^{-2/3}\) is weaker: adding half the closed-shell density of an LDA Pr³⁺ ion to the spin channel reduces the exchange part to about \(+0.9\) eV, and the sum becomes about \(-1.6\) eV, an undercorrection. It does show that cancellation cannot be assumed.

**Q.** Then I could run the ordinary calculation and subtract the 4f Hartree potential at the end.

**A.** That leaves two errors. First, exchange-correlation is nonlinear. Let \(\delta_v\) and \(\delta_f\) be the aspherical valence and 4f densities on a spherical background. For a local functional, ignoring spin for clarity,
\[
v_{xc}(n_0+\delta_v+\delta_f)
=v_{xc}(n_0)+v'_{xc}(\delta_v+\delta_f)
+\tfrac12v''_{xc}(\delta_v+\delta_f)^2+\cdots .
\]
A Hartree subtraction leaves \(v'_{xc}\delta_f\), the square of \(\delta_f\), and the cross term \(v''_{xc}\delta_v\delta_f\). Second, in a self-consistent run the valence charge has already responded to \(\delta_f\), so \(\delta_v\) itself depends on the chosen 4f state.

The consistent procedure replaces the density of \(N_f\) 4f electrons by
\[
n_{4f}(\mathbf r)\to\frac{N_f}{4\pi}R^2(r)
\]
before either potential is formed, and keeps it there throughout self-consistency. The 4f spin density is made spherical likewise, at fixed spin moment; its equal-weight average over the multiplet would instead vanish, since \(M\) and \(-M\) cancel. With a nonzero spin moment the exchange-correlation part of \(V_{LM}\) generally differs between the two spins, so the parameters must be quoted with the spin potential used. For the charge density, the spherical form is the equal-weight average over the multiplet, because \(\sum_M\langle M|O_{LM'}|M\rangle=0\) for \(L>0\). Aspherical valence and lattice charge stays in \(V\).

The same reasoning applies to DFT+U with 4f states in the valence. If the occupation matrix, summed over spin, has orbital components of even rank \(L>0\), the 4f charge density is aspherical, and the resulting \(V_{LM}\) contains the self-term. Odd-rank components, such as occupations that vary linearly with \(m\), leave the charge density spherical. A spherical charge density is not sufficient, however: even-rank components in the difference between the two spins make the spin density aspherical and put a self-term into the exchange-correlation potential of each spin. Adding \(U\) does not turn that potential into a site field.

**Q.** When would you distrust the final parameters?

**A.** When the premises fail. Strong hybridization removes the single radial function and adds splittings that the integrals \(\int V_{LM}R^2r^2dr\) do not contain. If crystal-field matrix elements to higher multiplets are not small compared with the energies separating them, \(J\) mixing requires diagonalization in a larger space. The parameters can still enter there as the coefficients of \(f_{LM}/r^L\), but a single set of \(\theta_L\) is no longer enough. Finally, the surroundings can polarize differently for different 4f states. That effect is physical, and a spherical reference omits it; it needs a separate response calculation, not the shell's Hartree potential put back.

## Calculated quantities

```
4f exponent 5.0 1/bohr; 5d exponent 1.5 1/bohr
5d-like L=2 density coefficient eta = 0.02 (electrons)
sphere radius 3.0 bohr
ligands: 4 at 4.6 bohr, 2 at 4.8 bohr, charge -e
conversion factor p_20 = 0.315392
conversion factor p_22 = 0.546274
conversion factor p_40 = 0.105786
conversion factor p_42 = 0.473087
conversion factor p_43 = 1.770131
conversion factor p_44 = 0.625836
conversion factor p_60 = 0.063569
conversion factor p_62 = 0.460603
conversion factor p_63 = 0.921205
conversion factor p_64 = 0.504565
conversion factor p_66 = 0.683184
Stevens factor theta_2 (3H4) = -2.101010e-02
Stevens factor theta_4 (3H4) = -7.346189e-04
Stevens factor theta_6 (3H4) = 6.099400e-05
<r^2> inside sphere = 0.89998 bohr^2
<r^4> inside sphere = 1.18780 bohr^4
<r^6> inside sphere = 2.16017 bohr^6
fraction of <r^0> outside = 2.05e-06
fraction of <r^2> outside = 2.23e-05
fraction of <r^4> outside = 1.68e-04
fraction of <r^6> outside = 9.21e-04
valence V_20/r^2 at 0.5 bohr = 295.105 meV/bohr^2
valence V_20/r^2 at 1.5 bohr = 150.461 meV/bohr^2
A_20<r^2> from lattice = -30.158 meV
A_20<r^2> from valence = 60.848 meV
A_20<r^2> = 30.6902 meV = 356.145 K
A_40<r^4> = 6.1137 meV = 70.946 K
A_44<r^4> = 34.3284 meV = 398.364 K
A_60<r^6> = 0.0198 meV = 0.230 K
A_64<r^6> = -1.3277 meV = -15.407 K
levels 1-5 (meV): 0.000 0.508 21.728 21.728 26.150
levels 6-9 (meV): 30.852 32.587 32.587 34.820
Slater integral F2(4f,4f) = 0.56280 hartree
Slater integral F4(4f,4f) = 0.37604 hartree
Slater integral F6(4f,4f) = 0.27821 hartree
full repulsion, spread over M = 4.0e-10 meV
M=4: aspherical Hartree self-energy 694.34 meV
M=3: aspherical Hartree self-energy 135.14 meV
M=2: aspherical Hartree self-energy 115.14 meV
M=1: aspherical Hartree self-energy 256.88 meV
M=0: aspherical Hartree self-energy 423.27 meV
M=4: spurious Hartree A_20<r^2> = -2252.3 meV
M=0: spurious Hartree A_20<r^2> = 1608.8 meV
one electron m=3, Hartree A_20<r^2> = -2552.4 meV
one electron m=3, LSDA exchange part = 6965.5 meV
one electron m=3, uncancelled sum = 4413.1 meV
```
